# Isoelectric temperature of a divalent-doped alkali halide: a program that tests the result

```python
"""Isoelectric temperature of a divalent-doped alkali halide.

Result under test: T_iso = g / (k ln(1/c)), where
  g = formation energy of a cation vacancy (bulk cation moved to the surface),
  c = site fraction of divalent dopant, k = Boltzmann constant.
At T_iso the surface charge and the bulk potential (surface = 0) vanish.
The formula is compared with direct minimization of the free energy of a
discretized half-slab. Energies are in eV, lengths in m, potentials in V.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k, pi, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

k_eV = k / e
g = 0.65                 # cation vacancy formation energy, eV
c = 1.0e-5               # dopant site fraction
lattice = 0.56e-9        # rough cubic lattice parameter, m
eps_r = 6.0              # rough static relative permittivity
g_anion = 1.75           # rough anion vacancy formation energy, eV
binding = 0.40           # rough dopant-vacancy binding energy, eV
entropy = 2.0            # rough vacancy formation entropy, units of k
T_melt = 1070.0          # rough melting point, K
site_density = 4 / lattice**3
eps = eps_r * epsilon_0
log_c = np.log(1 / c)

cells = 240
width = 0.5e-9           # cell width, m
centres = np.arange(cells) + 0.5


def coulomb_matrix(rel_perm):
    """Potential at each cell per unit charge fraction in each cell.

    Every charged sheet is compensated by a sheet on the surface plane.
    """
    scale = e * site_density * width**2 / (rel_perm * epsilon_0)
    return scale * np.minimum.outer(centres, centres)


def free_energy(n, T, energy, coulomb):
    """Half-slab free energy with cation vacancies only (eV, scaled)."""
    charge = c - n
    mixing = n * np.log(n) + (1 - n) * np.log1p(-n)
    return np.sum(energy * n + k_eV * T * mixing) + 0.5 * charge @ coulomb @ charge


def relax_slab(T, energies, rel_perm=eps_r):
    """Minimize the free energy by damped Newton steps.

    energies: [cation vacancy] or [cation vacancy, anion vacancy].
    Returns vacancy fractions, potential profile, surface charge (C/m2).
    """
    species = len(energies)
    kT = k_eV * T
    coulomb = coulomb_matrix(rel_perm)
    sign = np.repeat([-1.0, 1.0][:species], cells)
    cost = np.repeat(energies, cells)
    n = np.repeat([species * c, c][:species], cells)   # neutral start
    interaction = np.outer(sign, sign) * np.tile(coulomb, (species, species))
    for _ in range(300):
        charge = c + (sign * n).reshape(species, cells).sum(axis=0)
        potential = coulomb @ charge
        slope = cost + kT * np.log(n / (1 - n)) + sign * np.tile(potential, species)
        root = np.sqrt(n)
        curvature = np.outer(root, root) * interaction
        curvature[np.diag_indices_from(curvature)] += kT / (1 - n)
        step = root * np.linalg.solve(curvature, -root * slope)
        largest = np.max(np.abs(step / n))
        n = n + step * min(1.0, 0.5 / max(largest, 1e-300))
        if largest < 1e-9:
            break
    else:
        raise RuntimeError("slab minimization did not converge")
    charge = c + (sign * n).reshape(species, cells).sum(axis=0)
    surface_charge = -e * site_density * width * charge.sum()
    return n.reshape(species, cells), coulomb @ charge, surface_charge


def zero_charge_temperature(energies_at, low, high, rel_perm=eps_r):
    return brentq(lambda T: relax_slab(T, energies_at(T), rel_perm)[2],
                  low, high, xtol=1e-6)


# Main result against the zero of the numerically relaxed surface charge
T_iso = g / (k_eV * log_c)
T_slab = zero_charge_temperature(lambda T: [g], 550, 800)
T_slab_eps = zero_charge_temperature(lambda T: [g], 550, 800, 2 * eps_r)
assert abs(T_slab - T_iso) < 0.01      # site exclusion shifts it by < 0.001 K
assert abs(T_slab_eps - T_iso) < 0.01
assert abs(T_iso - 655) < 1

# The relaxed state is a true minimum of the free energy
rng = np.random.default_rng(1)
n_test = relax_slab(500.0, [g])[0][0]
matrix = coulomb_matrix(eps_r)
f_min = free_energy(n_test, 500.0, g, matrix)
for _ in range(20):
    change = 0.01 * n_test * rng.standard_normal(cells)
    assert free_energy(n_test + change, 500.0, g, matrix) > f_min
    assert free_energy(n_test - change, 500.0, g, matrix) > f_min

# Bulk potential and signs on both sides of the isoelectric temperature
layer = {}
for T in (500.0, 800.0):
    n, potential, surface_charge = relax_slab(T, [g])
    predicted = g - k_eV * T * log_c
    assert abs(potential[-1] - predicted) < 2e-4
    assert np.sign(surface_charge) == np.sign(T - T_iso)
    assert np.sign(n[0, 0] - c) == np.sign(T - T_iso)
    layer[T] = (predicted, potential[-1], surface_charge, n[0, 0] / c)

# Formation entropy
T_entropy = g / (k_eV * (log_c + entropy))
T_entropy_slab = zero_charge_temperature(
    lambda T: [g - entropy * k_eV * T], 450, 700)
assert abs(T_entropy_slab - T_entropy) < 0.01

# Anion vacancies: a low test energy makes their effect clearly visible


def with_anions(anion_energy):
    return brentq(lambda T: np.exp(-g / (k_eV * T))
                  - np.exp(-anion_energy / (k_eV * T)) - c, 550, 900, xtol=1e-9)


g_anion_test = 0.70
T_anion_test = with_anions(g_anion_test)
T_anion_slab = zero_charge_temperature(lambda T: [g, g_anion_test], 600, 850)
assert abs(T_anion_slab - T_anion_test) < 0.01
assert T_anion_test - T_iso > 5
anion_fraction = np.exp(-g_anion / (k_eV * T_iso))

# Dopant-vacancy pairs, 12 orientations


def pair_balance(T):
    x = np.exp(-g / (k_eV * T))
    return x + 12 * x**2 * np.exp(binding / (k_eV * T)) - c


T_pairs = brentq(pair_balance, 500, 800, xtol=1e-9)
kT_pairs = k_eV * T_pairs


def pair_free_energy(v):
    """Free energy / (c kT) at zero potential; v sets vacancies and pairs."""
    vacancy = np.exp(v[0])                  # free vacancies / c
    paired = 1 / (1 + np.exp(-v[1]))        # paired dopants / c
    free = 1 - paired
    return (g / kT_pairs * (vacancy + paired) - binding / kT_pairs * paired
            + vacancy * (np.log(c * vacancy) - 1)
            + free * (np.log(c * free) - 1)
            + paired * (np.log(c * paired / 12) - 1))


best = minimize(pair_free_energy, [0.3, -1.0], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-13, "maxiter": 2000}).x
paired_fraction = 1 / (1 + np.exp(-best[1]))
assert abs(1 - paired_fraction - np.exp(best[0])) < 1e-4   # neutral at zero potential

# Coulomb correlation between dopants and vacancies (Debye-Hueckel limit)


def screening_length(T):
    return np.sqrt(eps * k_eV * T / (2 * e * site_density * c))


def correlation_shift(T):
    return e / (8 * pi * eps * screening_length(T))


def charging_free_energy(density, T):
    """Free energy per volume on charging all defects from 0 to full charge."""
    kappa = np.sqrt(e * density / (eps * k_eV * T))
    work = quad(lambda t: -t * e * (t * kappa) / (4 * pi * eps), 0, 1)[0]
    return density * work


total_density = 2 * site_density * c
dn = 1e-4 * total_density
mu_numeric = (charging_free_energy(total_density + dn, T_iso)
              - charging_free_energy(total_density - dn, T_iso)) / (2 * dn)
assert abs(mu_numeric / -correlation_shift(T_iso) - 1) < 1e-6
T_correlation = brentq(lambda T: g - correlation_shift(T) - k_eV * T * log_c,
                       500, 800)

# Site exclusion
T_exclusion = g / (k_eV * np.log((1 - c) / c))

# Sensitivity, checked by the slab with a changed energy
dT_dg = 1 / (k_eV * log_c)
T_plus = zero_charge_temperature(lambda T: [g + 0.05], 600, 850)
assert abs((T_plus - T_slab) / 0.05 - dT_dg) < 0.1

debye = np.sqrt(eps * k_eV * T_iso / (e * site_density * c))

print(f"cation vacancy formation energy g: {g:.2f} eV")
print(f"dopant site fraction c: {c:.5f}")
print(f"Boltzmann constant: {k_eV:.6e} eV/K")
print(f"ln(1/c): {log_c:.4f}")
print(f"k ln(1/c): {k_eV * log_c:.4e} eV/K")
print(f"isoelectric temperature, formula: {T_iso:.2f} K")
print(f"isoelectric temperature: {T_iso - zero_Celsius:.1f} deg C")
print(f"thermal energy kT at T_iso: {k_eV * T_iso:.5f} eV")
print(f"zero of surface charge, slab: {T_slab:.2f} K")
print(f"same, permittivity doubled: {T_slab_eps:.2f} K")
print(f"slope of bulk potential: {-1e3 * k_eV * log_c:.4f} mV/K")
print(f"sensitivity dT_iso/dg: {dT_dg:.1f} K/eV")
print(f"T_iso change for +0.05 eV in g: {0.05 * dT_dg:.1f} K")
for other in (1e-6, 1e-4):
    print(f"T_iso for c = {other:.0e}: {g / (k_eV * np.log(1 / other)):.1f} K")
print(f"rough lattice parameter: {lattice * 1e9:.2f} nm")
print(f"rough relative permittivity: {eps_r:.1f}")
print(f"cation site density: {site_density * 1e-6:.3e} cm^-3")
print(f"vacancy-only Debye length at T_iso: {debye * 1e9:.2f} nm")
for T, (formula, numeric, charge, ratio) in layer.items():
    print(f"{T:.0f} K: bulk potential, formula: {formula:.4f} V")
    print(f"{T:.0f} K: bulk potential, slab: {numeric:.4f} V")
    print(f"{T:.0f} K: surface charge, slab: {charge * 100:.4f} uC/cm2")
    print(f"{T:.0f} K: vacancies in first cell / bulk: {ratio:.3f}")
print(f"rough formation entropy: {entropy:.1f} k")
print(f"T_iso with formation entropy: {T_entropy:.1f} K")
print(f"shift from formation entropy: {T_entropy - T_iso:.1f} K")
print(f"rough anion vacancy energy: {g_anion:.2f} eV")
print(f"anion vacancy fraction at T_iso: {anion_fraction:.1e}")
print(f"anion vacancies / dopant at T_iso: {anion_fraction / c:.1e}")
print(f"test anion vacancy energy: {g_anion_test:.2f} eV")
print(f"T_iso with test anion energy, formula: {T_anion_test:.2f} K")
print(f"T_iso with test anion energy, slab: {T_anion_slab:.2f} K")
print(f"rough pair binding energy: {binding:.2f} eV")
print(f"paired share of dopant: {100 * paired_fraction:.1f} %")
print(f"T_iso with pairs: {T_pairs:.1f} K")
print(f"shift from pairs: {T_pairs - T_iso:.1f} K")
print(f"two-species screening length: {screening_length(T_iso) * 1e9:.2f} nm")
print(f"correlation lowering of g at T_iso: {correlation_shift(T_iso):.4f} eV")
print(f"T_iso with correlation: {T_correlation:.1f} K")
print(f"shift from correlation: {T_correlation - T_iso:.1f} K")
print(f"shift from site exclusion: {T_exclusion - T_iso:.1e} K")
print(f"rough melting point: {T_melt:.0f} K")
print(f"T_iso / melting point: {T_iso / T_melt:.2f}")
print("success")
```

It prints:

```
cation vacancy formation energy g: 0.65 eV
dopant site fraction c: 0.00001
Boltzmann constant: 8.617333e-05 eV/K
ln(1/c): 11.5129
k ln(1/c): 9.9211e-04 eV/K
isoelectric temperature, formula: 655.17 K
isoelectric temperature: 382.0 deg C
thermal energy kT at T_iso: 0.05646 eV
zero of surface charge, slab: 655.17 K
same, permittivity doubled: 655.17 K
slope of bulk potential: -0.9921 mV/K
sensitivity dT_iso/dg: 1008.0 K/eV
T_iso change for +0.05 eV in g: 50.4 K
T_iso for c = 1e-06: 546.0 K
T_iso for c = 1e-04: 819.0 K
rough lattice parameter: 0.56 nm
rough relative permittivity: 6.0
cation site density: 2.278e+22 cm^-3
vacancy-only Debye length at T_iso: 9.07 nm
500 K: bulk potential, formula: 0.1539 V
500 K: bulk potential, slab: 0.1539 V
500 K: surface charge, slab: -0.0659 uC/cm2
500 K: vacancies in first cell / bulk: 0.030
800 K: bulk potential, formula: -0.1437 V
800 K: bulk potential, slab: -0.1437 V
800 K: surface charge, slab: 0.1149 uC/cm2
800 K: vacancies in first cell / bulk: 7.432
rough formation entropy: 2.0 k
T_iso with formation entropy: 558.2 K
shift from formation entropy: -97.0 K
rough anion vacancy energy: 1.75 eV
anion vacancy fraction at T_iso: 3.5e-14
anion vacancies / dopant at T_iso: 3.5e-09
test anion vacancy energy: 0.70 eV
T_iso with test anion energy, formula: 688.88 K
T_iso with test anion energy, slab: 688.88 K
rough pair binding energy: 0.40 eV
paired share of dopant: 12.0 %
T_iso with pairs: 648.0 K
shift from pairs: -7.2 K
two-species screening length: 6.41 nm
correlation lowering of g at T_iso: 0.0187 eV
T_iso with correlation: 636.0 K
shift from correlation: -19.1 K
shift from site exclusion: 5.7e-04 K
rough melting point: 1070 K
T_iso / melting point: 0.61
success
```
